**Phonon-focusing caustics from the curvature of the slowness surface**

The program examines the single-branch ray intensity $A=v^3/(|\mathbf V||K|)$, where $v$ is the phase speed, $\mathbf V$ the group velocity and $K$ the Gaussian curvature of the slowness surface. It asserts agreement with finite ray tubes and with curvature computed from fundamental forms; the largest scaled errors are $2.4\times10^{-5}$ and $1.0\times10^{-5}$. It also asserts the closed form $A=C_{44}/|B|$ at three directions in the (001) plane, where $B$ is the out-of-plane stiffness, and convexity of the longitudinal sheet at 300 random directions. For the rough germanium inputs, $B=-18.60$ GPa and the fast transverse ridge edge near [110] lies at a ray latitude of 1.636° on either side of the plane. The edge found from $K=0$ is asserted to match the turning point of a separate 2×2 ray problem. In a control case with positive $B$, that 2×2 problem is asserted to have no turning point up to a wavevector latitude of 20°. The fitted intensity exponents are −0.5000 at a fold and −1.0003 along the axis of a cusp. Changing the elastic constants by 2% in all eight sign combinations moves the ridge half-width between 0.587° and 2.856°, so the printed digits exceed the accuracy of the rough inputs.

## Check in Python

```python
"""Phonon-focusing caustics of a cubic crystal (rough germanium inputs).

Result under test: the ray intensity per sheet, relative to isotropic
emission, is A = v^3/(|V| |K|), so caustics are images of K = 0.
n: unit wavevector direction; v: phase speed; V: group velocity;
K: Gaussian curvature of the slowness surface n/v;
W: Hessian of frequency omega(k) at k = n;
t: product of the two tangential eigenvalues of W.
Sheets: 0 slow transverse (ST), 1 fast transverse (FT), 2 longitudinal.
Stiffness in GPa and density in g/cm^3 give speeds in km/s.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

C11, C12, C44, RHO = 130.0, 48.0, 67.0, 5.3
DEG = np.pi / 180
NAMES = ("ST", "FT", "L")
rng = np.random.default_rng(7)


def make_tensor(c11, c12, c44):
    d = np.eye(3)
    c = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    g = np.einsum('ijlk->iljk', c)
    return 0.5 * (g + g.transpose(0, 1, 3, 2)) / RHO


G = make_tensor(C11, C12, C44)


def unit(x):
    x = np.asarray(x, float)
    return x / np.linalg.norm(x)


def omega(k, sheet):
    matrix = np.einsum('iljk,j,k->il', G, k, k)
    return np.sqrt(np.linalg.eigvalsh(matrix)[sheet])


def local_data(direction, sheet, tensor=G):
    """Phase speed, group velocity, Hessian W and t from perturbation theory."""
    n = unit(direction)
    lam, vec = np.linalg.eigh(np.einsum('iljk,j,k->il', tensor, n, n))
    e = vec[:, sheet]
    slope = 2 * np.einsum('ilab,b->ail', tensor, n)
    m = (slope @ e) @ vec
    grad = m[:, sheet]
    hess = 2 * np.einsum('i,ilab,l->ab', e, tensor, e)
    for other in range(3):
        if other != sheet:
            hess += (2 * np.outer(m[:, other], m[:, other])
                     / (lam[sheet] - lam[other]))
    v = np.sqrt(lam[sheet])
    w = hess / (2 * v) - np.outer(grad, grad) / (4 * v**3)
    t = 0.5 * (np.trace(w)**2 - np.trace(w @ w))
    return v, grad / (2 * v), w, t


def intensity(direction, sheet):
    v, group, _, t = local_data(direction, sheet)
    curvature = v**4 * t / np.linalg.norm(group)**4
    return v**3 / (np.linalg.norm(group) * abs(curvature))


def tangent_basis(n):
    a = unit(np.cross(n, [0.31, -0.47, 0.83]))
    return a, np.cross(n, a)


def ray_by_difference(k, sheet, h=1e-4):
    return unit([(omega(k + h * x, sheet) - omega(k - h * x, sheet)) / (2 * h)
                 for x in np.eye(3)])


# Finite ray tubes and fundamental forms, independent of the Hessian formula.
tube_error = curvature_error = 0.0
for raw in ([0.9, 0.35, 0.2], [0.5, 0.75, 0.3], [0.62, 0.25, 0.74]):
    n = unit(raw)
    a, b = tangent_basis(n)
    for sheet in range(3):
        h = 1e-3
        corners = [unit(n + h * (x * a + y * b))
                   for x, y in ((-1, -1), (1, -1), (1, 1), (-1, 1))]
        rays = [ray_by_difference(k, sheet) for k in corners]

        def area(p):
            return 0.5 * np.linalg.norm(np.cross(p[2] - p[0], p[3] - p[1]))

        ratio = area(rays) / area(corners)
        predicted = 1 / intensity(n, sheet)
        tube_error = max(tube_error, abs(ratio - predicted) / (1 + predicted))

        def surface(x, y):
            k = n + x * a + y * b
            return k / omega(k, sheet)

        r0 = surface(0, 0)
        ru = (surface(h, 0) - surface(-h, 0)) / (2 * h)
        rv = (surface(0, h) - surface(0, -h)) / (2 * h)
        ruu = (surface(h, 0) - 2 * r0 + surface(-h, 0)) / h**2
        rvv = (surface(0, h) - 2 * r0 + surface(0, -h)) / h**2
        ruv = (surface(h, h) - surface(h, -h)
               - surface(-h, h) + surface(-h, -h)) / (4 * h**2)
        normal = unit(np.cross(ru, rv))
        k_forms = (((ruu @ normal) * (rvv @ normal) - (ruv @ normal)**2)
                   / ((ru @ ru) * (rv @ rv) - (ru @ rv)**2))
        v, group, _, t = local_data(n, sheet)
        k_hessian = v**4 * t / np.linalg.norm(group)**4
        curvature_error = max(curvature_error,
                              abs(k_forms - k_hessian)
                              / (v**2 + abs(k_hessian)))
# Finite cells have second-order truncation errors.
assert tube_error < 1e-3
assert curvature_error < 1e-3

# Out-of-plane stiffness and uniform intensity of the FT ridge.
B = C11 - 2 * (C12 + C44)**2 / (C11 + C12)
plane_A = C44 / abs(B)
for phi in (10, 25, 40):
    direction = [np.cos(phi * DEG), np.sin(phi * DEG), 0]
    assert abs(intensity(direction, 1) / plane_A - 1) < 1e-8
    assert local_data(direction, 1)[3] * B > 0
critical_c44 = np.sqrt(C11 * (C11 + C12) / 2) - C12

# The innermost slowness sheet should be convex.
for _ in range(300):
    assert local_data(rng.normal(size=3), 2)[3] > 0


def meridian(theta, phi):
    return np.array([np.cos(theta) * np.cos(phi),
                     np.cos(theta) * np.sin(phi), np.sin(theta)])


def is_fold(n, sheet):
    """A fold has nonzero change of t along the null direction of W."""
    v, _, w, _ = local_data(n, sheet)
    basis = np.column_stack(tangent_basis(n))
    values, vectors = np.linalg.eigh(basis.T @ w @ basis)
    kernel = basis @ vectors[:, np.argmin(abs(values))]
    h = 1e-4
    change = (local_data(n + h * kernel, sheet)[3]
              - local_data(n - h * kernel, sheet)[3]) / (2 * h * v**2)
    return abs(change) > 1e-2


conical_angle = np.arctan(1 / np.sqrt(2))
caustics = []
for phi_deg in (0, 15, 30, 45):
    phi = phi_deg * DEG
    end = 45 if phi_deg == 0 else 89.5
    grid = np.arange(0.5, end + 0.01, 0.25) * DEG
    for sheet in (0, 1):
        def product(theta):
            return local_data(meridian(theta, phi), sheet)[3]
        values = [product(x) for x in grid]
        for lo, hi, flo, fhi in zip(grid[:-1], grid[1:],
                                    values[:-1], values[1:]):
            if flo * fhi >= 0:
                continue
            # A sign jump at the conical contact is not a zero of K.
            if phi_deg == 45 and lo < conical_angle < hi:
                continue
            root = brentq(product, lo, hi, xtol=1e-14)
            assert abs(product(root)) < 1e-6
            n = meridian(root, phi)
            ray = unit(local_data(n, sheet)[1])
            caustics.append((phi_deg, sheet, root, ray, is_fold(n, sheet)))
assert any(c[1] == 0 for c in caustics)
assert any(c[1] == 1 for c in caustics)


def plane_ray_angle(theta, c11=C11, c12=C12, c44=C44):
    """Ray angle from [110] using the lower branch of a 2 by 2 problem."""
    def stiffness(x):
        p, q = np.cos(x), np.sin(x)
        dpp = (c11 + c12 + 2 * c44) / 2 * p**2 + c44 * q**2
        dqq = c44 * p**2 + c11 * q**2
        dpq = (c12 + c44) * p * q
        return 0.5 * (dpp + dqq - np.hypot(dpp - dqq, 2 * dpq))
    h = 1e-5
    derivative = (stiffness(theta + h) - stiffness(theta - h)) / (2 * h)
    return theta + np.arctan(derivative / (2 * stiffness(theta)))


def ridge_edge(c11, c12, c44):
    result = minimize_scalar(lambda x: plane_ray_angle(x, c11, c12, c44),
                             bounds=(0, 20 * DEG), method='bounded',
                             options={'xatol': 1e-9})
    return result.x, result.fun


edge_k, edge_ray = ridge_edge(C11, C12, C44)
ft_roots = [c for c in caustics if c[0] == 45 and c[1] == 1]
fold = min(ft_roots, key=lambda c: abs(c[2] - edge_k))
assert fold[4]
assert abs(fold[2] - edge_k) < 0.01 * DEG
assert abs(np.arcsin(fold[3][2]) - edge_ray) < 1e-5 * DEG

# Reducing C44 makes B positive and removes the turning point.
control_c44 = 50.0
control_B = C11 - 2 * (C12 + control_c44)**2 / (C11 + C12)
control_angles = plane_ray_angle(np.linspace(0.01, 20, 500) * DEG,
                                 C11, C12, control_c44)
assert control_B > 0 and np.all(np.diff(control_angles) > 0)

cusp = next(c for c in caustics if c[0] == 45 and c[1] == 0
            and c[2] < conical_angle and not c[4])


def divergence(caustic):
    """Exponent along the mirror plane and ray displacements on both sides."""
    _, sheet, root, _, _ = caustic
    axis = unit([1, 1, 0])

    def angle(theta):
        group = local_data(meridian(theta, 45 * DEG), sheet)[1]
        return np.arctan2(group[2], group @ axis)

    slopes, shifts = [], []
    for sign in (-1, 1):
        offsets = sign * np.array([0.05, 0.10]) * DEG
        shift = np.array([angle(root + x) - angle(root) for x in offsets])
        amp = np.array([intensity(meridian(root + x, 45 * DEG), sheet)
                        for x in offsets])
        slopes.append(np.log(amp[1] / amp[0])
                      / np.log(abs(shift[1] / shift[0])))
        shifts.append(shift[0])
    return np.mean(slopes), shifts


fold_power, fold_shifts = divergence(fold)
cusp_power, cusp_shifts = divergence(cusp)
# Opposite offsets cancel the leading correction to each power law.
assert abs(fold_power + 0.5) < 0.03 and fold_shifts[0] * fold_shifts[1] > 0
assert abs(cusp_power + 1.0) < 0.03 and cusp_shifts[0] * cusp_shifts[1] < 0

# Finite-bin FT intensity near [110], using all cubic symmetry copies.
samples = 400000
directions = rng.normal(size=(samples, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
matrices = (np.einsum('nj,nk->njk', directions, directions).reshape(-1, 9)
            @ G.transpose(2, 3, 0, 1).reshape(9, 9)).reshape(-1, 3, 3)
polarization = np.linalg.eigh(matrices)[1][:, :, 1]
pair = np.einsum('ni,nl->nil', polarization, polarization).reshape(-1, 9)
contracted = (pair @ G.reshape(9, 9)).reshape(-1, 3, 3)
rays = np.einsum('njk,nk->nj', contracted, directions)
rays = np.sort(abs(rays / np.linalg.norm(rays, axis=1)[:, None]), axis=1)
latitude = np.arcsin(rays[:, 0])
azimuth = np.arctan2(rays[:, 1], rays[:, 2])
edge = abs(edge_ray)


def binned_intensity(low, high):
    count = np.sum((azimuth > 40 * DEG) & (latitude > low * edge)
                   & (latitude < high * edge))
    solid_angle = 48 * 5 * DEG * (np.sin(high * edge) - np.sin(low * edge))
    return count / samples * 4 * np.pi / solid_angle, count


inside, inside_count = binned_intensity(0.8, 1.0)
outside, outside_count = binned_intensity(1.1, 1.3)
assert inside > 2 * outside

edges = [abs(ridge_edge(C11 * x, C12 * y, C44 * z)[1]) / DEG
         for x in (0.98, 1.02) for y in (0.98, 1.02) for z in (0.98, 1.02)]

print(f"Rough Ge inputs C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Rough density: {RHO:.1f} g/cm^3")
print(f"Anisotropy 2 C44/(C11-C12): {2*C44/(C11-C12):.3f} (no unit)")
print(f"FT phase speed in (001): {np.sqrt(C44/RHO):.3f} km/s")
print(f"Out-of-plane stiffness B: {B:.2f} GPa")
print(f"Single-branch FT intensity in (001): {plane_A:.3f} (no unit)")
print(f"C44 at which B vanishes: {critical_c44:.2f} GPa")
print(f"Control C44 and B: {control_c44:.1f}, {control_B:.2f} GPa")
print(f"Largest scaled ray-tube error: {tube_error:.1e} (no unit)")
print(f"Largest scaled curvature error: {curvature_error:.1e} (no unit)")
print("K=0 points; angles in degrees; latitude from (001), azimuth from [100]")
print("sheet  k-azimuth  k-latitude  ray-azimuth  ray-latitude  type")
for phi_deg, sheet, root, ray, folded in caustics:
    ray_azimuth = np.arctan2(ray[1], ray[0]) / DEG
    ray_latitude = np.arcsin(ray[2]) / DEG
    print(f"{NAMES[sheet]:>3} {phi_deg:9d} {root/DEG:12.3f}"
          f" {ray_azimuth:12.3f} {ray_latitude:13.3f}  "
          f"{'fold' if folded else 'cusp'}")
print(f"Ridge edge, 2x2 problem: k {edge_k/DEG:.3f}, ray {edge_ray/DEG:.3f} deg")
print(f"Ridge full width near [110]: {2*edge/DEG:.3f} deg")
print(f"Half-width range for 2% input changes: "
      f"{min(edges):.3f} to {max(edges):.3f} deg")
print(f"Fold intensity exponent: {fold_power:.4f} (no unit)")
print(f"Cusp axial intensity exponent: {cusp_power:.4f} (no unit)")
print(f"Random FT wavevectors: {samples} (count)")
print(f"Bin 0.8-1.0 edge: intensity {inside:.2f}, count {inside_count}")
print(f"Bin 1.1-1.3 edge: intensity {outside:.2f}, count {outside_count}")
print("finished without a failed check")
```

Printed output:

```
Rough Ge inputs C11, C12, C44: 130, 48, 67 GPa
Rough density: 5.3 g/cm^3
Anisotropy 2 C44/(C11-C12): 1.634 (no unit)
FT phase speed in (001): 3.555 km/s
Out-of-plane stiffness B: -18.60 GPa
Single-branch FT intensity in (001): 3.603 (no unit)
C44 at which B vanishes: 59.56 GPa
Control C44 and B: 50.0, 22.09 GPa
Largest scaled ray-tube error: 2.4e-05 (no unit)
Largest scaled curvature error: 1.0e-05 (no unit)
K=0 points; angles in degrees; latitude from (001), azimuth from [100]
sheet  k-azimuth  k-latitude  ray-azimuth  ray-latitude  type
 ST         0       12.221        0.000        -8.686  fold
 ST        15        5.310       -7.644         2.384  fold
 ST        15       23.851       11.526         2.726  fold
 ST        15       76.432      170.597        81.496  fold
 ST        15       83.389      178.129        83.491  fold
 FT        15        4.253       14.948        -0.783  fold
 FT        15       58.611       -2.779        59.517  fold
 ST        30       18.730       13.240        20.237  fold
 ST        30       33.021       36.578        24.862  fold
 ST        30       62.606       79.278        78.873  fold
 ST        30       79.826     -179.737        82.965  fold
 FT        30        7.659       29.940        -1.394  fold
 ST        45       30.614       45.000        44.038  cusp
 ST        45       79.796     -135.000        84.905  fold
 FT        45        9.062       45.000        -1.636  fold
Ridge edge, 2x2 problem: k 9.062, ray -1.636 deg
Ridge full width near [110]: 3.272 deg
Half-width range for 2% input changes: 0.587 to 2.856 deg
Fold intensity exponent: -0.5000 (no unit)
Cusp axial intensity exponent: -1.0003 (no unit)
Random FT wavevectors: 400000 (count)
Bin 0.8-1.0 edge: intensity 21.96, count 16717
Bin 1.1-1.3 edge: intensity 1.25, count 954
finished without a failed check
```
